\section*{Pole Width and Defocus Contrast in Two-Beam Dipole Imaging}

\section{Pole width and the loss of contrast through focus}

In a calculation of dipole imaging one has to decide whether each illumination pole may be replaced by a single source point. For a symmetric pair of beams a single point predicts fringes whose contrast does not depend on defocus in the paraxial approximation. A pole of finite width predicts a loss, and at a definite defocus the fringes vanish. The decision rests on the product of defocus and pole width, compared with the pitch.

\subsection{Geometry and conventions}

A line grating forms an image of pitch $p$ along $x$, in light of wavelength $\lambda$ and wavenumber $k=2\pi/\lambda$. All lengths and directions refer to the wafer side. A plane wave has direction cosines $\alpha$ along $x$ and $\beta$ along $y$, and its spatial factor is
\begin{equation}
\exp\!\left[ik\left(\alpha x+\beta y+z\sqrt{1-\alpha^2-\beta^2}\right)\right],
\label{eq:wave}
\end{equation}
where $z$ is the distance from focus. In a uniform medium of refractive index $n_{\rm m}$, $\lambda$ and the direction cosines are those of the medium, and the numerical aperture NA used below is to be replaced by $\mathrm{NA}/n_{\rm m}$.

The mask is thin, with real symmetric order amplitudes $a_0>0$ and $a_{+1}=a_{-1}=a_1>0$. Order $n$ changes the direction cosine by $n\lambda/p$. The two poles are centred at $\pm\alpha_0$, where
\begin{equation}
\alpha_0=\frac{\lambda}{2p},\qquad \frac{\lambda}{p}=2\alpha_0 .
\label{eq:centre}
\end{equation}
Each pole is a uniformly filled rectangle of width $w$ along $x$ and height $h$ along $y$. A source point is labelled by its displacement $(u,v)$ from the pole centre, with $|u|\le w/2$ and $|v|\le h/2$. Different source points are mutually incoherent, so their intensities add. The poles are equally bright. The image is scalar and monochromatic, and the lens is at first free of aberrations.

A point in the right pole sends order $0$ to $\alpha_0+u$ and order $-1$ to $-\alpha_0+u$. A point in the left pole sends order $+1$ to $\alpha_0+u$ and order $0$ to $-\alpha_0+u$. The directions are the same, with the orders exchanged. The next beams lie near $\pm3\alpha_0$. Two beams, and no others, pass a circular pupil of numerical aperture NA for every source point if
\begin{equation}
\sqrt{(\alpha_0+w/2)^2+(h/2)^2}<\mathrm{NA}<3\alpha_0-w/2 .
\label{eq:pupil}
\end{equation}

\subsection{One source point: a fringe that walks}

For small angles,
\begin{equation}
\sqrt{1-\alpha^2-\beta^2}\simeq 1-\frac{\alpha^2+\beta^2}{2}.
\label{eq:parax}
\end{equation}
The terms $1$ and $\beta^2/2$, with $\beta=v$, are common to both beams and drop out of the intensity. The field from the right pole is then, up to a common phase,
\begin{equation}
E=a_0e^{ik[(\alpha_0+u)x-z(\alpha_0+u)^2/2]}
+a_1e^{ik[(-\alpha_0+u)x-z(-\alpha_0+u)^2/2]} .
\label{eq:field}
\end{equation}
The phase of the first term minus that of the second is
\begin{align}
\Phi&=k\left\{2\alpha_0x-\frac z2\left[(\alpha_0+u)^2-(-\alpha_0+u)^2\right]\right\}\nonumber\\
&=k\left(2\alpha_0x-\frac z2\,4\alpha_0u\right)
=2k\alpha_0(x-zu).
\label{eq:phase}
\end{align}
By (\ref{eq:centre}), $2k\alpha_0=2\pi/p\equiv K$. Hence
\begin{equation}
|E|^2=a_0^2+a_1^2+2a_0a_1\cos[K(x-zu)] .
\label{eq:point}
\end{equation}
Exchanging $a_0$ and $a_1$ leaves this unchanged, so the left pole gives the same result.

Each source point produces a fringe of unreduced contrast, displaced by $zu$. The terms $\alpha_0^2$ cancel because the two beams are equally inclined when $u=0$. When $u\neq0$ their mean direction is tilted by $u$, and the fringes move sideways along that direction.

\subsection{The whole pole}

The average of the cosine over the pole is
\begin{align}
\frac1w\int_{-w/2}^{w/2}\cos(Kx-Kzu)\,du
&=\frac{\cos Kx}{w}\int_{-w/2}^{w/2}\cos(Kzu)\,du\nonumber\\
&=\cos Kx\;\frac{2\sin(Kzw/2)}{Kzw}.
\label{eq:average}
\end{align}
The part containing $\sin(Kzu)$ is odd in $u$ and integrates to zero. The average over $v$ changes nothing. With $Kzw/2=\pi zw/p$ the image is
\begin{equation}
\frac{I(x,z)}{I_{\rm mean}}=1+mS(z)\cos\frac{2\pi x}{p},
\label{eq:image}
\end{equation}
\begin{equation}
S=\frac{\sin q}{q},\qquad q=\frac{\pi zw}{p},\qquad
m=\frac{2a_0a_1}{a_0^2+a_1^2}.
\label{eq:sinc}
\end{equation}
The usual contrast $(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$ equals $m|S|$. For $0<|q|<\pi$, $S$ is positive, and it is zero at $|q|=\pi$. The first null is therefore at
\begin{equation}
|z|=\frac pw .
\label{eq:null}
\end{equation}
There the smear $|z|w$ equals one pitch, and a sinusoid averaged uniformly over one period is constant. Just beyond the null $S$ is negative: fringes return with bright and dark lines exchanged. At fixed $p$ and $w$ the null does not depend on $\lambda$, provided the poles are centred according to (\ref{eq:centre}).

Near focus, $\sin q\simeq q-q^3/6$ gives
\begin{equation}
S\simeq1-\frac{1}{6}\left(\frac{\pi zw}{p}\right)^2 .
\label{eq:quadratic}
\end{equation}
A small relative contrast loss $\eta$ is reached at
\begin{equation}
|z|\simeq\frac{p}{\pi w}\sqrt{6\eta}.
\label{eq:budget}
\end{equation}
This answers the opening question: a pole may be treated as a point when the loss in (\ref{eq:quadratic}) is below the error one can accept.

\subsection{Shape, placement and a third beam}

\paragraph{A circular pole.} For a uniform disc of diameter $w$, the weight at $u$ is the chord $2\sqrt{w^2/4-u^2}$. Put $u=(w/2)\sin t$ and divide by the disc area. The factor replacing $S$ is
\begin{equation}
S_{\rm disc}=\frac2\pi\int_{-\pi/2}^{\pi/2}\cos^2t\,\cos(q\sin t)\,dt .
\label{eq:disc}
\end{equation}
Let $c_j=\frac1\pi\int_{-\pi/2}^{\pi/2}\sin^{2j}t\,dt=(2j)!/(4^jj!^2)$. Since $\cos^2t=1-\sin^2t$ and $c_{j+1}=c_j(2j+1)/(2j+2)$, the average of $\sin^{2j}t$ with weight $(2/\pi)\cos^2t$ is $2(c_j-c_{j+1})=c_j/(j+1)$. Expanding the cosine in powers of $q\sin t$ gives
\begin{equation}
S_{\rm disc}=\sum_{j=0}^{\infty}\frac{(-1)^j(q/2)^{2j}}{j!\,(j+1)!}
=\frac{2J_1(q)}q ,
\label{eq:bessel}
\end{equation}
which is the power series of the Bessel function $J_1$, multiplied by $2/q$. Its first zero is at $q=3.83$, so the null moves to $1.22\,p/w$. The disc has less weight at its edges than the rectangle.

\paragraph{Displaced poles and a phase between orders.} Let the poles be centred at $\pm(\alpha_0+\delta)$, and let both first orders have amplitude $a_1e^{i\psi}$. In the right pole $u$ becomes $u+\delta$, and the first order is the second beam in (\ref{eq:field}), so its phase is subtracted. In the left pole $u$ becomes $u-\delta$, and the first order is the first beam. The two phase differences are
\begin{equation}
\Phi_{R,L}=K(x-zu)\mp(Kz\delta+\psi),
\label{eq:shifted}
\end{equation}
with the upper sign for the right pole. Averaging over $u$ and then over the two poles replaces $S\cos Kx$ by
\begin{equation}
S(z)\cos\!\left(\psi+\frac{2\pi z\delta}{p}\right)\cos Kx .
\label{eq:offset}
\end{equation}
With $\psi=0$ the new factor vanishes at $|z|=p/(4|\delta|)$, which comes before $p/w$ if $|\delta|>w/4$. With $\delta=0$ a phase $\psi$ lowers the contrast by the same factor at every defocus and leaves the null in place.

\paragraph{A third beam.} At a coarser pitch both first orders may pass. The pupil then also admits order $-2$ of the right pole, near $-3\alpha_0$, but its amplitude is zero for equal lines and spaces. Take that case, with the third and higher orders stopped by the pupil. For the right pole there is then one further beam, at $3\alpha_0+u$. Its interference with the beam at $\alpha_0+u$ has the defocus phase
\begin{equation}
-\frac{kz}{2}\left[(3\alpha_0+u)^2-(\alpha_0+u)^2\right]
=-4kz\alpha_0^2-Kzu .
\label{eq:third}
\end{equation}
The second term is the walk found before. The first is new, and equals $-\Delta$ with $\Delta=2\pi\lambda z/p^2$. The left pole gives $+\Delta$ by reflection. The fundamental of the image is therefore proportional to $S(z)(1+\cos\Delta)$. Its first null is at $|\Delta|=\pi$, or
\begin{equation}
|z|=\frac{p^2}{2\lambda},
\label{eq:threebeam}
\end{equation}
if this is smaller than $p/w$. A component of period $p/2$, from the interference of the two first orders, can remain there. For $p=90$ nm, with $\lambda=13.5$ nm, $\mathrm{NA}=0.33$, $w=h=0.08$ and equal lines and spaces, the paraxial Abbe sum over source points confirms that the intensities at the line and space centres become equal at 300 nm. The two-beam formula would have put the null at 1125 nm.

\subsection{Larger angles and wavefront errors}

For $v=0$, write $g(\alpha)=\sqrt{1-\alpha^2}$ and $\cos\theta_0=g(\alpha_0)$. Since $g$ is even, the defocus phase without the paraxial approximation is
\begin{equation}
kz[g(\alpha_0+u)-g(\alpha_0-u)]
=kz\left[2g'(\alpha_0)u+\tfrac13g'''(\alpha_0)u^3+\dots\right].
\label{eq:exact}
\end{equation}
With $g'=-\alpha/g$ and $g'''=-3\alpha/g^5$ this becomes
\begin{equation}
-\frac{2kz\alpha_0u}{\cos\theta_0}
\left[1+\frac{u^2}{2\cos^4\theta_0}+\dots\right].
\label{eq:exactphase}
\end{equation}
Comparison with (\ref{eq:phase}) shows that the walk is $zu/\cos\theta_0$ to leading order in $u$. The null moves closer to focus:
\begin{equation}
|z|\simeq\frac{p\cos\theta_0}{w}.
\label{eq:exactnull}
\end{equation}

A lens aberration adds an optical path $W$ to each beam. If $W(\alpha)$ is even, the extra phase difference is
\begin{equation}
k[W(\alpha_0+u)-W(\alpha_0-u)]\simeq2kW'(\alpha_0)u
=Ku\,\frac{W'(\alpha_0)}{\alpha_0}.
\label{eq:even}
\end{equation}
Added to the paraxial phase $-Kzu$, it gives $-Ku[z-W'(\alpha_0)/\alpha_0]$. For a narrow pole, an even aberration therefore moves best focus to
\begin{equation}
z_{\rm best}=\frac{W'(\alpha_0)}{\alpha_0}.
\label{eq:focus}
\end{equation}

Uniform flare acts differently. A background equal to a fraction $F$ of the mean intensity leaves the modulation unchanged and multiplies the mean by $1+F$. The contrast becomes $m|S|/(1+F)$, with its null in the same place.

\subsection{A 32 nm pitch at 13.5 nm wavelength}

Take $\lambda=13.5$ nm, $\mathrm{NA}=0.33$, $p=32$ nm, equal lines and spaces, and square poles with $w=h=0.08$. In pupil-fill units the width is $0.08/0.33=0.242$. From (\ref{eq:centre}), $\alpha_0=13.5/64=0.2109$. The outermost wanted beam is at $0.254$ and the nearest unwanted one at $0.593$, so (\ref{eq:pupil}) holds.

The mask is open over half a period, hence $a_0=1/2$ and
\begin{equation}
a_1=\frac1p\int_{-p/4}^{p/4}\cos\frac{2\pi x}{p}\,dx=\frac1\pi=0.318 .
\label{eq:orders}
\end{equation}
The contrast in focus is $m=2(0.5)(0.3183)/(0.25+0.1013)=0.906$. The first null is at $32/0.08=400$ nm, or $0.4\ \mu$m.

At $z=100$ nm the smear is 8 nm, a quarter of the pitch. Then $q=\pi/4$, $S=0.900$, and the contrast is $0.816$. Replacing the pole by a point would miss this loss of one tenth. Equation (\ref{eq:budget}) with $\eta=0.1$ gives 98.6 nm, against 100.2 nm from the full sinc; the omitted term $+q^4/120$ explains the sign of the difference. At 600 nm the signed contrast is $-0.192$, a reversed image.

An Abbe sum, which filters the mask orders through the pupil and adds intensities over source points, reproduces the paraxial curve and its null. With the square root in (\ref{eq:wave}) retained, the null is at 390.8 nm. Equation (\ref{eq:exactnull}) gives $400\times0.9775=391.0$ nm. The paraxial null is thus about 2\% too far from focus. For a disc of diameter $w$ the paraxial null is at 488 nm, so for the position of the null, pole shape matters more here than the paraxial approximation. Near focus the loss depends only on the mean square of $u$, which is $w^2/12$ for the rectangle and $w^2/16$ for this disc.

For spherical aberration take $W=c(6\rho^4-6\rho^2+1)$, with $\rho^2=(\alpha^2+\beta^2)/\mathrm{NA}^2$ and $c=0.2$ nm. At $\beta=0$, (\ref{eq:focus}) becomes
\begin{equation}
z_{\rm best}=\frac{c(24\rho_0^2-12)}{\mathrm{NA}^2}=-4.0\ {\rm nm},
\qquad \rho_0=\frac{\alpha_0}{\mathrm{NA}}=0.639 .
\label{eq:spherical}
\end{equation}
The paraxial Abbe sum over the full square pole gives $-3.4$ nm. Two effects reduce the shift. The third derivative $W'''(\alpha_0)=144c\alpha_0/\mathrm{NA}^4$ is opposite in sign to $W'(\alpha_0)$, and source points with $v\ne0$ have a larger $\rho^2$, which makes the local slope less negative.

\paragraph{Comparison with real exposure.} The wavelength, aperture and pitch lie in the regime of extreme-ultraviolet lithography. A working focus range there is roughly some tens of nanometres, so the null itself lies far outside normal use. At 50 nm defocus the model contrast is $0.883$, a loss of less than 3\% from focus. Other effects lower the contrast more. The following factors use rough typical inputs:
\begin{itemize}
\item Gaussian resist blur with standard deviation $\sigma=4$ nm multiplies the modulation by $e^{-K^2\sigma^2/2}=0.735$.
\item In unpolarized light, half the intensity has its electric field in the plane of incidence. The fields of the two central beams then enclose an angle $2\theta_0$, so the factor is $(1+\cos2\theta_0)/2=\cos^2\theta_0=0.956$.
\item Flare of 3\% gives $1/1.03=0.971$.
\item Mask topography breaks the thin-mask assumption. If it displaces the fringes of the two poles by $\pm1.5$ nm, then $\psi=2\pi(1.5)/32=0.295$ rad and (\ref{eq:offset}) gives $\cos\psi=0.957$.
\end{itemize}
Taken as independent multipliers, these reduce the contrast in focus from $0.906$ to about $0.59$. Resist blur is the largest of them. None moves the null in this paraxial estimate, because none depends on $z$.

Three further effects are small when each is taken alone. Averaging over a 30 nm film centred at focus, without absorption or refraction, costs less than 0.1\%. At 100 nm defocus, a flat bandwidth of $\pm1\%$ costs about 0.03\%, and a pole offset $\delta=0.005$ about 0.5\% if $\psi=0$. The offset and the phase enter the same cosine in (\ref{eq:offset}), so they are not independent: with $\psi=0.295$ rad the same offset lowers the contrast by about 3.5\% at $z=+100$ nm, raises it by about 2.5\% at $z=-100$ nm, and moves best focus by about 14 nm. Mask topography can also make the order amplitudes unequal, and can make their phase vary across a pole. For centred poles ($\delta=0$), a variation linear in $u$, mirror-symmetric between the two poles, shifts best focus and the nulls together. These effects, and the chemistry of the resist beyond a Gaussian blur, are left out. The calculated contrast is therefore an estimate for this optical model, not a prediction of printed line quality. The values through focus are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Wavelength 13.5 nm; NA 0.33; pitch 32.0 nm
Pole width and height w = 0.08 (direction cosine)
Pole width in pupil-fill units w/NA = 0.2424
Pole centre alpha0 = 0.21094; cos(theta0) = 0.97750
Farthest wanted beam, pole corner = 0.2541
Nearest unwanted beam = 0.5928
Order amplitudes a0 = 0.50000, a1 = 0.31831
In-focus contrast m = 0.90604
z (nm): contrast by formula, paraxial Abbe, non-paraxial Abbe
      0:  0.90604  0.90604  0.90604
     50:  0.88293  0.88293  0.88182
    100:  0.81572  0.81572  0.81150
    200:  0.57680  0.57680  0.56299
    300:  0.27191  0.27191  0.25032
    400:  0.00000 -0.00000 -0.02090
    600: -0.19227 -0.19227 -0.18624
First null p/w = 400.00 nm = 0.4000 um
First null, paraxial Abbe = 400.00 nm
First null, p cos(theta0)/w = 391.00 nm
First null, non-paraxial Abbe = 390.76 nm
First null, disc of diameter w = 487.87 nm
Defocus for 10% contrast loss = 100.16 nm
Same from the quadratic law = 98.62 nm
Fringe walk at z = 100 nm, u = 0.03: 3.0000 nm
Fringe walk, non-paraxial = 3.0706 nm
Three-beam case, pitch 90 nm: null at 300.0 nm
Three-beam case: p/w would be 1125.0 nm
Neglected effects, factors on contrast (rough typical inputs):
  unpolarized light: 0.9555
  bandwidth +-1%, at z = 100 nm: 0.999714
  pole offset 0.005, at z = 100 nm: 0.9952
  resist film 30 nm thick: 0.99923
  resist blur, sigma 4 nm: 0.7346
  flare 3% of mean intensity: 0.9709
  mask topography, fringes +-1.5 nm: 0.9569
  phase psi for that displacement = 0.2945 rad
Spherical coefficient 0.2 nm: narrow-pole focus shift -4.03 nm
Same for the example's pole, Abbe = -3.42 nm
\end{verbatim}
